# Spin-dipole and field-gradient integrals, and their contact term, part 2

The spin-dipole (SD) interaction in nuclear spin-spin couplings and the electric field gradient need the same integrals, obtainable from derivatives of nuclear-attraction integrals.

Atomic units are used; the electron has charge $-1$, and $\alpha$ is the fine-structure constant. A point nucleus at $\mathbf R$ has magnetic moment $\mathbf m$. An electron at $\mathbf r$ has spin $\mathbf s$, with $\mathbf u=\mathbf r-\mathbf R$ and $u=|\mathbf u|$. Indices $i,j$ run over $x,y,z$, and $\partial_i=\partial/\partial u_i$. The vector potential $\mathbf A=\alpha^2\,\mathbf m\times\mathbf u/u^3$ has the field

$$B_i=\alpha^2\sum_j m_j\left(\partial_i\partial_j-\delta_{ij}\nabla^2\right)\frac1u. \tag{1}$$

A spin in it has the energy $(g_e/2)\,\mathbf s\cdot\mathbf B$, with $g_e$ positive.

The product $f=\chi_\mu\chi_\nu$ of real basis functions is smooth. The kernel $T_{ij}=(3u_iu_j-\delta_{ij}u^2)/u^5$ is traceless and is integrated outside a vanishing sphere about the nucleus. A hole of another shape can change the result: for $f=e^{-u^2}$, a spheroid twice as long along $z$ as across gives $-2.008$ for $zz$ instead of zero.

The attraction integral is $U(\mathbf R)=\int f(\mathbf r)/|\mathbf r-\mathbf R|\,d^3r$. Its second derivatives $D_{ij}=\partial^2U/\partial R_i\partial R_j$, at fixed basis functions, are the raw integrals. They obey Poisson's equation, $\sum_iD_{ii}=-4\pi f(\mathbf R)$, and

$$D_{ij}=\langle\mu|T_{ij}|\nu\rangle-\frac{4\pi}{3}\,\delta_{ij}\,\chi_\mu(\mathbf R)\chi_\nu(\mathbf R). \tag{8}$$

As operators between smooth functions,

$$\frac{\partial^2}{\partial R_i\partial R_j}\frac1{|\mathbf r-\mathbf R|}=T_{ij}(\mathbf u)-\frac{4\pi}{3}\delta_{ij}\,\delta(\mathbf u). \tag{9}$$

The contact term can be removed by either of two methods:

$$\langle\mu|T_{ij}|\nu\rangle=D_{ij}+\frac{4\pi}{3}\delta_{ij}\chi_\mu(\mathbf R)\chi_\nu(\mathbf R)=D_{ij}-\frac13\delta_{ij}\sum_kD_{kk}. \tag{10}$$

The field gradient (EFG) $V_{ij}$ is the matrix of second derivatives of the electrostatic potential at the nucleus. The traceless integrals for an electron are

$$V_{ij,\mu\nu}=-\langle\mu|T_{ij}|\nu\rangle. \tag{4}$$

### (g) The complete spin operator

**Question.** Find the field of the nuclear moment including the point $u=0$. What multiple of the Fermi-contact operator is contained in the raw derivative?

**Solution.** Between smooth functions, the second derivative of $1/u$ is $T_{ij}-\frac{4\pi}{3}\delta_{ij}\delta(\mathbf u)$. Its trace gives $\nabla^2(1/u)=-4\pi\delta(\mathbf u)$. Both enter the field, the second with a minus sign:

$$\left(\partial_i\partial_j-\delta_{ij}\nabla^2\right)\frac1u=T_{ij}+\left(-\frac{4\pi}{3}+4\pi\right)\delta_{ij}\delta(\mathbf u)=T_{ij}+\frac{8\pi}{3}\delta_{ij}\delta(\mathbf u).$$

The spin interaction is therefore

$$h=\frac{g_e\alpha^2}{2}\sum_{ij}s_i\left[T_{ij}+F_{ij}\right]m_j,\qquad F_{ij}=\frac{8\pi}{3}\delta_{ij}\delta(\mathbf u). \tag{11}$$

The term with $F_{ij}$ is the Fermi-contact (FC) interaction. Its factor was tested without using the contact term of equation (9). For a smooth density $f$, the average of the curl of $\mathbf A$ is defined through integration by parts as $-\int\nabla f\times\mathbf A\,d^3u$. This integral converges absolutely because $\mathbf A$ grows only as $u^{-2}$. After subtraction of the $T_{ij}$ part, quadrature gave the factor 8.377580, which agrees with $8\pi/3$ to all printed digits.

The kernel of the raw integrals can now be written as

$$D_{ij}\ \text{kernel}=T_{ij}-\tfrac12F_{ij}, \tag{12}$$

since $4\pi/3$ is half of $8\pi/3$. Uncorrected derivatives thus carry a contact interaction of half the full strength and of opposite sign.

### (h) One Gaussian function near a nucleus

**Question.** A normalized $s$ Gaussian of exponent $a$ is centred at distance $d$ from the nucleus, along $z$. Find $D_{ij}$ and $\langle T_{ij}\rangle$ in closed form. Examine the limits of large and small $d$, and evaluate the result for $a=1$ bohr$^{-2}$ and $d=1$ bohr.

**Solution.** The density is $f=(p/\pi)^{3/2}e^{-ps^2}$ with $p=2a$ and $s$ the distance from the centre of the Gaussian. Its potential $U(d)$ is spherical, so Poisson's equation reads $(dU)''=-4\pi d\,f(d)$, where a prime is a derivative with respect to $d$. We try $dU=\operatorname{erf}(\sqrt p\,d)$:

$$(dU)'=\frac{2\sqrt p}{\sqrt\pi}e^{-pd^2},\qquad (dU)''=-\frac{4p^{3/2}d}{\sqrt\pi}e^{-pd^2}=-4\pi d\left(\frac p\pi\right)^{3/2}e^{-pd^2}.$$

The equation is satisfied. Moreover, $dU$ vanishes at $d=0$, so that $U$ is finite there, and it tends to 1 at large $d$, as a unit charge requires. Hence $U=\operatorname{erf}(\sqrt p\,d)/d$.

The second derivatives of a spherical function are $U''$ along the line of centres and $U'/d$ across it. With $x=\sqrt p\,d$,

$$D_{xx}=D_{yy}=\frac{U'}d=\frac1{d^3}\left[\frac{2x}{\sqrt\pi}e^{-x^2}-\operatorname{erf}x\right].$$

The contact correction is

$$\frac{4\pi}{3}f(\mathbf R)=\frac{4\pi}{3}\left(\frac p\pi\right)^{3/2}e^{-x^2}=\frac1{d^3}\,\frac{2}{\sqrt\pi}\,\frac{2x^3}{3}\,e^{-x^2}.$$

Adding it to $D_{xx}$ gives

$$\langle T_{xx}\rangle=-\frac1{d^3}\left[\operatorname{erf}x-\frac2{\sqrt\pi}\left(x+\frac{2x^3}{3}\right)e^{-x^2}\right],\qquad\langle T_{zz}\rangle=-2\langle T_{xx}\rangle. \tag{13}$$

The last relation holds because the trace is zero and the $x$ and $y$ directions are equivalent. The $zz$ component of equation (8) then gives $D_{zz}=\langle T_{zz}\rangle-\frac{4\pi}{3}f(\mathbf R)$.

At large $d$ the exponentials vanish and $\langle T_{zz}\rangle\to2/d^3$, the value for a point charge. The density no longer reaches the nucleus, and the raw and corrected integrals agree. At small $d$ we expand

$$\operatorname{erf}x=\frac2{\sqrt\pi}\left(x-\frac{x^3}3+\frac{x^5}{10}-\dots\right),\qquad\left(x+\frac{2x^3}3\right)e^{-x^2}=x-\frac{x^3}3-\frac{x^5}6+\dots$$

The bracket in equation (13) starts as $\frac2{\sqrt\pi}\left(\frac1{10}+\frac16\right)x^5=\frac{8}{15\sqrt\pi}x^5$. Therefore $\langle T_{zz}\rangle\to16p^{5/2}d^2/(15\sqrt\pi)$, which vanishes at $d=0$ as it must for a spherical density. The raw integral at that point is $-\frac{4\pi}{3}(p/\pi)^{3/2}$ in each diagonal component and consists entirely of the contact term.

For $a=1$ and $d=1$, the density at the nucleus is 0.068743 bohr$^{-3}$, and the correction is $4.188790\times0.068743=0.28795$. In atomic units,

$$\langle T_{xx}\rangle=-0.73854+0.28795=-0.45058,$$

$$\langle T_{zz}\rangle=0.61322+0.28795=0.90117,$$

where the last digit of the first sum reflects rounding. The trace of the raw integrals is $-0.86386$. Subtracting one third of it adds $0.28795$ to each diagonal component, as the second method requires. In the $xx$ component, the contact term amounts to 64% of the magnitude of the correct value.

### (i) The effect on isotropic couplings

**Question.** Consider two nuclei $K$ and $L$ in a molecule whose ground state is a closed-shell singlet, with a field-free Hamiltonian that does not contain spin. How do the FC and SD terms combine in the isotropic coupling? What results if the raw derivatives are used in place of $T_{ij}$?

**Solution.** The coupling is the part of the energy bilinear in the two moments. Let $P$ and $Q$ be spatial one-electron operators, and define the response

$$\langle\!\langle P;Q\rangle\!\rangle=-2\sum_n\frac{\langle0|\sum_eP(e)s_z(e)|n\rangle\langle n|\sum_eQ(e)s_z(e)|0\rangle}{E_n-E_0}, \tag{14}$$

where $e$ labels electrons, $n$ runs over excited states, and all wavefunctions are real. The second-order energy of a perturbation $V$ is $-\sum_n|\langle0|V|n\rangle|^2/(E_n-E_0)$. The factor 2 arises from the mixed derivative with respect to the strengths of the two perturbations.

A spin operator takes the singlet to triplet states. Because the unperturbed Hamiltonian is unchanged by rotations of the spins, the product of $s_i$ for one nucleus with $s_{i'}$ for the other survives if $i=i'$, and all three directions give the same response. Let $M^K_{ij}$ be the kernel used for nucleus $K$. The energy is then

$$\left(\frac{g_e\alpha^2}{2}\right)^2\sum_{jj'}m_{Kj}\,m_{Lj'}\sum_i\langle\!\langle M^K_{ij};M^L_{ij'}\rangle\!\rangle.$$

Averaging over the orientations of the molecule replaces the matrix in $j,j'$ by one third of its trace times $\delta_{jj'}$. The isotropic coupling is therefore proportional to

$$\kappa[M^K,M^L]=\frac13\sum_{ij}\langle\!\langle M^K_{ij};M^L_{ij}\rangle\!\rangle. \tag{15}$$

Take $M=T+F$ on both nuclei. Since $F_{ij}$ contains $\delta_{ij}$, the cross term is

$$\kappa[F^K,T^L]=\frac{8\pi}{9}\Big\langle\!\!\Big\langle\delta(\mathbf u_K);\sum_iT^L_{ii}\Big\rangle\!\!\Big\rangle=0.$$

It vanishes because $T$ has no trace. The spin parts of the coupling then add. With the orbital interactions left out, as they are from here on,

$$J=J_{\rm FC}+J_{\rm SD}.$$

Now replace $T$ by the raw kernel of equation (12). The SD term computed by itself becomes

$$\kappa\!\left[T^K-\tfrac12F^K,\,T^L-\tfrac12F^L\right]=\kappa[T^K,T^L]+\tfrac14\kappa[F^K,F^L],$$

so the false SD part is $J_{\rm SD}+\frac14J_{\rm FC}$. If instead the raw kernel is added to the full contact operator before the response is computed, the kernel is $T-\frac12F+F=T+\frac12F$. The false total is again

$$J_{\rm SD}+\tfrac14J_{\rm FC}. \tag{16}$$

The results coincide because the sign of $\frac12F$ affects the cross terms alone, and these vanish in the isotropic average. In the first case a quarter of the FC coupling is wrongly counted as SD. In the second, three quarters of it are lost.

The argument relies on the singlet state, on the spin-free unperturbed Hamiltonian and on the average over orientations. For one orientation of the molecule, the cross term contains $\langle\!\langle\delta(\mathbf u_K);T^L_{jj'}\rangle\!\rangle$, which need not vanish. Equation (16) then does not apply to the separate tensor components.

### (j) The response of a two-electron molecule

**Question.** Reduce equation (14) to linear algebra for a two-electron singlet, and give the factor that converts $\kappa$ to a frequency.

**Solution.** In an orthonormal set of real orbitals $\phi_p$, let the spatial wavefunction be $\psi=\sum_{pq}C_{pq}\phi_p(1)\phi_q(2)$ with $C$ symmetric. It is multiplied by the singlet spin function $(\uparrow\downarrow-\downarrow\uparrow)/\sqrt2$. Acting on this function, $s_z(1)$ gives $+\frac12$ and $s_z(2)$ gives $-\frac12$ times the triplet function $(\uparrow\downarrow+\downarrow\uparrow)/\sqrt2$. The perturbation therefore produces the spatial function $\frac12[P(1)-P(2)]\psi$.

The operator $P(1)$ multiplies $C$ by the matrix $P$ from the left, and $P(2)$ multiplies it from the right, because $P$ is symmetric. The coefficients of the new function are

$$S^P=\tfrac12\left(PC-CP\right).$$

Transposition changes the sign of $S^P$, as a triplet spatial function requires. With $H_{\rm T}$ the Hamiltonian in the space of antisymmetric spatial functions, the sum over states becomes

$$\langle\!\langle P;Q\rangle\!\rangle=-2\,(S^P)^{\mathsf T}\left(H_{\rm T}-E_0\right)^{-1}S^Q, \tag{17}$$

where $S^P$ and $S^Q$ are read as vectors. Within the chosen basis this includes all configurations, so it is the full configuration interaction response.

The moment of nucleus $K$ is $g_K\mu_N\mathbf I_K$, where $\mu_N=m_e/(2m_p)$ is the nuclear magneton in atomic units. The coupling $J$ is defined by the energy $hJ\,\mathbf I_K\cdot\mathbf I_L$, with $h$ Planck's constant. With $E_h$ the hartree,

$$J=\frac{E_h}{h}\left(\frac{g_e\alpha^2}{2}\right)^2g_Kg_L\,\mu_N^2\,\kappa. \tag{18}$$

For a proton and a deuteron, with $g$ factors 5.585695 and 0.857438, the factor in front of $\kappa$ is 6.64164 Hz per atomic unit.

### (k) The molecule HD

**Question.** For HD at a fixed distance of 1.40 bohr, find the field gradient at a nucleus and the FC and SD parts of the coupling. What would the raw derivatives give?

**Solution.** The calculation uses full configuration interaction with the uncontracted cc-pVTZ basis and one added $s$ function of exponent 225 bohr$^{-2}$ on each atom, 34 functions in all. The tight function is added because the FC term depends on the values of the wavefunction at the nuclei; without it the FC part is 32.8 Hz instead of the 37.05 Hz found below, and one such function is not yet enough for convergence, as noted at the end. The lowest triplet lies 0.393 hartree above the ground state, so the inverse in equation (17) exists.

The electron density at a nucleus is 0.44046 bohr$^{-3}$, which gives a contact correction of $4.188790\times0.44046=1.8450$. Summed over both electrons, the raw derivatives and the correction combine, in atomic units, to

$$\langle T_{xx}\rangle=-2.0368+1.8450=-0.1918,$$

$$\langle T_{zz}\rangle=-1.4614+1.8450=0.3836.$$

The contact term here is larger than the quantity sought, and it gives the raw $zz$ component the wrong sign. The electrons contribute $-0.3836$ to the field gradient, and the other nucleus contributes $2/(1.40)^3=0.7289$. The total is

$$V_{zz}=0.7289-0.3836=0.345\ \text{atomic units}.$$

With the raw derivative it would have been $0.7289+1.4614=2.190$ atomic units, about six times as large.

For the coupling, equations (17) and (18) give

$$J_{\rm FC}=37.05\ \text{Hz},\qquad J_{\rm SD}=0.50\ \text{Hz},\qquad J_{\rm FC}+J_{\rm SD}=37.55\ \text{Hz}.$$

The raw derivatives give a false SD part of 9.76 Hz, about twenty times the correct one in this basis. This agrees with part (i), since $37.05/4=9.26$ and $0.50+9.26=9.76$ Hz. When the raw operator is added to the full contact operator, the false total is also 9.76 Hz, or 26% of the correct sum.

Equation (17) was tested by a finite-field calculation. The $zz$ spin operators of the two nuclei, in the spatial form $\frac12[P(1)-P(2)]$ of part (j), were added to the Hamiltonian with a small strength, first with equal and then with opposite signs. This checks the solution in the triplet space, while the reduction of the spin operator is common to both routes. If $E_{KK}$, $E_{LL}$ and $E_{KL}$ are the second derivatives of the energy, the two curvatures are $E_{KK}+E_{LL}\pm2E_{KL}$, so one quarter of their difference is $E_{KL}$. Its ratio to the value from equation (17) was 1.00003.

The sum of 37.55 Hz is not the complete coupling of the molecule. It leaves out the interactions of the nuclear moments with the orbital motion of the electrons, the vibration of the nuclei, relativistic corrections to the electronic state and the remaining basis-set error. The basis is not converged. With four tight $s$ functions per atom instead of one, $J_{\rm FC}$ rises from 37.05 to 40.0 Hz and the density at the nucleus from 0.440 to 0.458 bohr$^{-3}$; the uncontracted cc-pVQZ basis with four tight $s$ functions also gives 40.0 Hz. $J_{\rm SD}$ does not respond to tight $s$ functions but moves between 0.33 and 0.55 Hz when the $p$, $d$ and $f$ functions are changed, which moves the ratio of the false to the correct SD part between about 19 and 31. Over the same larger bases $V_{zz}$ lies between 0.338 and 0.346 atomic units and the triplet gap between 0.389 and 0.394 hartree. The digits quoted above therefore describe this basis and serve to compare raw with corrected integrals; they are not the accuracy of the values for the molecule. The quantities used in this example are listed in the numerical output below.

## Numbers as computed

```
TEST OF THE INTEGRAL IDENTITY (s, p, d functions, two centres)
number of basis functions: 18
largest error with contact term: 4.4e-08 a.u.
largest error without contact term: 1.8167 a.u.
largest error, trace removal vs quadrature: 2.1e-13 a.u.
contact coefficient 4 pi/3: 4.188790
Fermi-contact factor from curl of A: 8.377580
8 pi/3: 8.377580
T_zz of exp(-u^2), prolate hole ratio 2: -2.00772 a.u.
ONE S GAUSSIAN
exponent: 1.00 bohr^-2
distance from nucleus: 1.00 bohr
density at nucleus: 0.068743 bohr^-3
raw derivative xx: -0.738536 a.u.
raw derivative zz: 0.613216 a.u.
trace of raw derivatives: -0.863855 a.u.
contact correction (4 pi/3) density: 0.287952 a.u.
traceless integral T_xx: -0.450584 a.u.
traceless integral T_zz: 0.901168 a.u.
HD, FULL CONFIGURATION INTERACTION
bond length: 1.40 bohr
added tight s exponent: 225.0 bohr^-2
number of basis functions: 34
total energy: -1.172872 hartree
lowest triplet excitation: 0.39325 hartree
electron density at first nucleus: 0.44046 bohr^-3
mean raw derivative xx: -2.03682 a.u.
mean raw derivative zz: -1.46139 a.u.
mean T_xx: -0.19181 a.u.
mean T_zz: 0.38362 a.u.
electronic EFG zz: -0.38362 a.u.
EFG zz from other nucleus: 0.72886 a.u.
total EFG zz: 0.34524 a.u.
proton g factor: 5.585695
deuteron g factor: 0.857438
coupling conversion factor: 6.64164 Hz per a.u.
J(HD), FC part: 37.048 Hz
J(HD), SD part: 0.498 Hz
J(HD), FC + SD: 37.545 Hz
false SD part from raw derivatives: 9.760 Hz
one quarter of FC part: 9.262 Hz
false total, full FC plus raw operator: 9.760 Hz
finite-field / response, zz component: 1.00003
```
